\section*{Helium energies from three-term and six-term Hylleraas functions}

\section{Problem}

Treat helium as two electrons bound to a fixed point nucleus of charge $Z=2$, without relativistic effects. In Hartree atomic units the Hamiltonian is
\begin{equation}
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .
\end{equation}
Use the coordinates $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$ and the trial function
\begin{equation}
\psi=\sum_i c_i\,\varphi_i(ks,kt,ku),\qquad
\varphi_i(s,t,u)=s^{l_i}t^{m_i}u^{n_i}e^{-s},
\label{eq:trial}
\end{equation}
with real coefficients $c_i$ and a scale $k>0$. The ground state is a spin singlet, so $\psi$ must be symmetric under exchange of the electrons. Exchange changes the sign of $t$, and therefore every $m_i$ is even.

\begin{enumerate}
\item Write the normalisation and the energy as integrals over $s,t,u$, and reduce them to one closed-form integral.
\item Derive the generalised eigenvalue problem for the $c_i$ and the condition for the best $k$. Apply them to the single term $1$.
\item Find the lowest energy for the terms $1,u,t^2$.
\item Add $s,s^2,u^2$ and find the new energy. What do the added terms and the scaling contribute?
\end{enumerate}

\section{Solution}

\subsection{Volume element}

The trial function depends only on the three side lengths $r_1,r_2,r_{12}$ of the triangle formed by the nucleus and the electrons, not on its orientation. Integrating over the direction of $\mathbf r_1$ gives $4\pi r_1^2dr_1$. With $\mathbf r_1$ as polar axis, the second electron contributes $2\pi r_2^2dr_2\sin\theta\,d\theta$. At fixed $r_1,r_2$, the relation $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $u\,du=r_1r_2\sin\theta\,d\theta$, so
\begin{equation}
d\tau=8\pi^2r_1r_2u\,dr_1dr_2du .
\end{equation}
Now $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\tfrac12ds\,dt$, which gives $\pi^2u(s^2-t^2)\,ds\,dt\,du$ on $|t|\le u\le s$. All integrands below are even in $t$, so we keep $t\ge0$ and double:
\begin{equation}
d\tau=2\pi^2u(s^2-t^2)\,ds\,dt\,du,\qquad 0\le t\le u\le s .
\label{eq:vol}
\end{equation}

\subsection{Kinetic and potential energy}

Integration by parts turns the kinetic energy into $\frac12\int(|\nabla_1\psi|^2+|\nabla_2\psi|^2)d\tau$. The surface terms vanish: $\psi$ decays exponentially, and its gradient is bounded at the kinks where two particles meet, so a small sphere around such a point contributes nothing as its radius shrinks.

Let subscripts on $\psi$ denote derivatives, and let $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$. Then
\begin{equation}
\nabla_1\psi=\psi_{r_1}\hat{\mathbf r}_1+\psi_u\hat{\mathbf u},\qquad
\nabla_2\psi=\psi_{r_2}\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}.
\end{equation}
From $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-u^2)/2$ and $r_1^2-r_2^2=st$,
\begin{equation}
\hat{\mathbf r}_1\cdot\hat{\mathbf u}=\frac{u^2+st}{2r_1u},\qquad
-\hat{\mathbf r}_2\cdot\hat{\mathbf u}=\frac{u^2-st}{2r_2u}.
\end{equation}
The sum of the squared gradients is therefore
\begin{equation}
G=\psi_{r_1}^2+\psi_{r_2}^2+2\psi_u^2+\frac{\psi_u}{u}\left[\psi_{r_1}\frac{u^2+st}{r_1}+\psi_{r_2}\frac{u^2-st}{r_2}\right].
\end{equation}
The chain rule gives $\psi_{r_1}=\psi_s+\psi_t$ and $\psi_{r_2}=\psi_s-\psi_t$, so the first two terms add to $2\psi_s^2+2\psi_t^2$. For the bracket we need
\begin{equation}
\frac1{r_1}+\frac1{r_2}=\frac{4s}{s^2-t^2},\qquad
\frac1{r_1}-\frac1{r_2}=-\frac{4t}{s^2-t^2}.
\label{eq:inv}
\end{equation}
In the bracket, the factors multiplying $\psi_s$ and $\psi_t$ are
\begin{align}
u^2\frac{4s}{s^2-t^2}-st\,\frac{4t}{s^2-t^2}&=\frac{4s(u^2-t^2)}{s^2-t^2},\\
-u^2\frac{4t}{s^2-t^2}+st\,\frac{4s}{s^2-t^2}&=\frac{4t(s^2-u^2)}{s^2-t^2}.
\end{align}
Multiplying $G/2$ by the volume weight cancels the denominators. The kinetic energy is $2\pi^2$ times
\begin{equation}
\int\!\big\{u(s^2-t^2)(\psi_s^2+\psi_t^2+\psi_u^2)+2\psi_u[s(u^2-t^2)\psi_s+t(s^2-u^2)\psi_t]\big\}ds\,dt\,du .
\label{eq:kin}
\end{equation}
By \eqref{eq:inv}, the potential times $u(s^2-t^2)$ is
\begin{equation}
-4Zsu+s^2-t^2 .
\label{eq:pot}
\end{equation}
The common factor $2\pi^2$ cancels in the energy and is dropped from here on.

\subsection{The closed integral and the matrices}

Every matrix element at $k=1$ is a finite sum of
\begin{equation}
I(a,b,c)=\int_0^\infty\!ds\,e^{-2s}s^a\int_0^s\!du\,u^c\int_0^u\!dt\,t^b .
\end{equation}
The inner integral is $u^{b+1}/(b+1)$, the next gives $s^{b+c+2}/(b+c+2)$, and the last is a factorial integral:
\begin{equation}
I(a,b,c)=\frac{(a+b+c+2)!}{2^{a+b+c+3}(b+1)(b+c+2)} .
\label{eq:I}
\end{equation}

Let the product of two basis functions be $s^At^Bu^Ce^{-2s}$, with $D=A+B+C$. The overlap is $I(A+2,B,C+1)-I(A,B+2,C+1)$, and the potential element follows from \eqref{eq:pot} in the same way. For $Z=2$,
\begin{align}
S&=\frac{(D+5)!}{2^{D+6}}\left[\frac1{(B+1)(B+C+3)}-\frac1{(B+3)(B+C+5)}\right],\label{eq:S}\\
V&=\frac{(D+4)!}{2^{D+5}}\left[\frac{-8}{(B+1)(B+C+3)}+\frac1{(B+1)(B+C+2)}-\frac1{(B+3)(B+C+4)}\right].\label{eq:V}
\end{align}

For the kinetic element $T_{ij}$, replace the quadratic expression \eqref{eq:kin} by its symmetric bilinear form. Since $\partial_s\varphi_i=(l_i/s-1)\varphi_i$, $\partial_t\varphi_i=(m_i/t)\varphi_i$ and $\partial_u\varphi_i=(n_i/u)\varphi_i$, the integrand is $\varphi_i\varphi_j$ times
\begin{align}
&u(s^2-t^2)\left[\Big(\frac{l_i}s-1\Big)\Big(\frac{l_j}s-1\Big)+\frac{m_im_j}{t^2}+\frac{n_in_j}{u^2}\right]\nonumber\\
&+\frac{n_i}u\big[(u^2-t^2)(l_j-s)+m_j(s^2-u^2)\big]
+\frac{n_j}u\big[(u^2-t^2)(l_i-s)+m_i(s^2-u^2)\big].
\label{eq:T}
\end{align}
After multiplication by $\varphi_i\varphi_j$ no negative powers remain, so \eqref{eq:I} applies term by term.

\subsection{Eigenvalue problem and best scale}

Substitute $\mathbf r'=k\mathbf r$ for both electrons. The volume element gives $k^{-6}$ in every integral, squared gradients give an extra $k^2$, and the Coulomb potential gives an extra $k$. The factor $k^{-6}$ cancels, leaving
\begin{equation}
E(k,c)=\frac{k^2\,c^{\mathsf T}Tc+k\,c^{\mathsf T}Vc}{c^{\mathsf T}Sc}.
\label{eq:E}
\end{equation}
Setting the derivative with respect to each $c_i$ to zero gives
\begin{equation}
(k^2T+kV)c=E\,Sc .
\label{eq:gev}
\end{equation}
The lowest root is the minimum of \eqref{eq:E} over $c$ at that $k$. By the variational principle it is an upper bound to the ground-state energy of $H$.

When $k$ changes, the optimal $c$ changes too, but this has no first-order effect because $E$ is stationary in $c$. Hence $dE/dk=0$ requires $2k\,c^{\mathsf T}Tc+c^{\mathsf T}Vc=0$, or
\begin{equation}
k=-\frac{c^{\mathsf T}Vc}{2c^{\mathsf T}Tc},\qquad
E=-\frac{(c^{\mathsf T}Vc)^2}{4\,(c^{\mathsf T}Tc)(c^{\mathsf T}Sc)} .
\label{eq:virial}
\end{equation}
At this scale the mean kinetic energy is $-E$ and the mean potential energy is $2E$, which is the virial theorem.

\subsection{One term}

For $\varphi_1=e^{-s}$, \eqref{eq:S} gives $S_{11}=\frac{120}{64}(\frac13-\frac1{15})=\frac12$. The only derivative is $\partial_s\varphi_1=-\varphi_1$, so $T_{11}=S_{11}=\frac12$. The nuclear part of $V_{11}$ is $-4Z\,I(1,0,1)=-Z$, and the repulsion is $I(2,0,0)-I(0,2,0)=\frac38-\frac1{16}=\frac5{16}$. Thus
\begin{equation}
E=k^2-2k\left(Z-\tfrac5{16}\right),\qquad
E_{\min}=-\left(Z-\tfrac5{16}\right)^2 .
\end{equation}
For helium, $k=27/16=1.6875$ and $E=-2.84766$ hartree. Without repulsion the same calculation gives $-Z^2$, the energy of two independent hydrogen-like electrons. The single term is too crude for weak binding: at $Z=1$ it gives $-121/256\approx-0.473$ hartree, above the $-\frac12$ hartree of a hydrogen atom with the second electron removed.

\subsection{Three terms}

Order the basis as $1,u,t^2$. Equations \eqref{eq:S} and \eqref{eq:V} give
\begin{equation}
S=\begin{pmatrix}\frac12&\frac{35}{32}&\frac34\\[2pt]\frac{35}{32}&3&\frac{77}{32}\\[2pt]\frac34&\frac{77}{32}&\frac92\end{pmatrix},\qquad
V=\begin{pmatrix}-\frac{27}{16}&-\frac{13}4&-\frac{87}{32}\\[2pt]-\frac{13}4&-\frac{253}{32}&-8\\[2pt]-\frac{87}{32}&-8&-\frac{537}{32}\end{pmatrix}.
\end{equation}
For example, $S_{12}$ has $B=0$, $C=D=1$, so $S_{12}=\frac{720}{128}(\frac14-\frac1{18})=\frac{35}{32}$.

All three functions have $l=0$, so the $s$-derivatives contribute $S_{ij}$ to $T_{ij}$. The remaining parts of \eqref{eq:T} give
\begin{align}
T_{12}&=S_{12}-I(1,0,2)+I(1,2,0)=\tfrac{35}{32}-\tfrac{15}{32}+\tfrac5{32}=\tfrac{25}{32},\nonumber\\
T_{13}&=S_{13}=\tfrac34,\nonumber\\
T_{22}&=S_{22}+S_{11}-2I(1,0,3)+2I(1,2,1)=3+\tfrac12-\tfrac94+\tfrac34=2,\nonumber\\
T_{23}&=S_{23}-I(1,2,2)+I(1,4,0)+2I(2,2,0)-2I(0,2,2)\nonumber\\
&=\tfrac{77}{32}-\tfrac{35}{32}+\tfrac{21}{32}+\tfrac{30}{32}-\tfrac{20}{32}=\tfrac{73}{32},\nonumber\\
T_{33}&=S_{33}+4S_{13}=\tfrac92+3=\tfrac{15}2 .
\end{align}

At a given $k$, the condition $\det(k^2T+kV-ES)=0$ is a cubic in $E$. Its lowest root, inserted in \eqref{eq:gev}, fixes the ratios of the coefficients. A scan over $1\le k\le3$ locates the lowest energy in that range, and solving $dE/dk=0$ there gives
\begin{equation}
k=1.816068,\qquad c=(1,\;0.160669,\;0.039664).
\end{equation}
This solution can be checked by hand. The products are
\begin{align}
Tc&=(0.655271,\;1.193072,\;1.414006),\nonumber\\
Vc&=(-2.317511,\;-4.837601,\;-4.669714),\nonumber\\
Sc&=(0.705480,\;1.671199,\;1.315098).
\end{align}
With $k^2=3.298103$, the three components of $k^2Tc+kVc$ are $-2.047607$, $-4.850540$ and $-3.816979$. Dividing each by the matching component of $Sc$ gives $-2.90243$ in all three cases, as \eqref{eq:gev} demands.

For the scale condition, multiply the products by $c^{\mathsf T}$:
\begin{equation}
c^{\mathsf T}Tc=0.903045,\quad c^{\mathsf T}Vc=-3.279983,\quad c^{\mathsf T}Sc=1.026152 .
\end{equation}
Equation \eqref{eq:virial} then gives
\begin{align}
k&=\frac{3.279983}{2\times0.903045}=1.81607,\nonumber\\
E_3&=-\frac{(3.279983)^2}{4\times0.903045\times1.026152}=-2.90243\ \text{hartree},
\end{align}
which is $-5.80486$ rydberg.

In unscaled coordinates $u$ carries the coefficient $kc_2$ and $t^2$ the coefficient $k^2c_3$:
\begin{equation}
\psi\propto e^{-1.8161s}\left(1+0.2918\,u+0.1308\,t^2\right).
\end{equation}
Both corrections are positive. The first favours configurations with the electrons far apart, the second those with the electrons at different distances from the nucleus. Added alone to the single term, with $k$ reoptimised, $u$ lowers the energy by $0.04346$ hartree and $t^2$ by $0.02902$ hartree. Together they lower it by $0.05478$ hartree, less than the sum, so their effects partly overlap. Compared with the one-term function, the mean repulsion falls from $1.05469$ to $0.94717$ hartree, while the nuclear attraction changes only from $-6.75000$ to $-6.75204$ hartree. The kinetic energy rises by $0.05478$ hartree, which offsets about half of the gain in repulsion.

A good energy does not make the function accurate at every point. In the relative coordinate the kinetic operator contains $-\nabla_u^2$, and $-\nabla_u^2(au)=-2a/u$. To cancel the repulsion $1/u$ at electron contact, the relative slope there must be $a=\frac12$. The three-term function has $a=0.2918$, so $H\psi/\psi$ still diverges at contact.

\subsection{Six terms}

Append $s,s^2,u^2$ in this order. The leading $3\times3$ blocks are unchanged. Columns 4 to 6 of the new matrices, from \eqref{eq:S}, \eqref{eq:V} and \eqref{eq:T}, are
\begin{equation}
S:\begin{pmatrix}\frac32&\frac{21}4&3\\[2pt]\frac{245}{64}&\frac{245}{16}&\frac{315}{32}\\[2pt]3&\frac{27}2&9\\[2pt]\frac{21}4&21&12\\[2pt]21&\frac{189}2&54\\[2pt]12&54&\frac{75}2\end{pmatrix},\quad
T:\begin{pmatrix}1&\frac94&\frac32\\[2pt]\frac{135}{64}&\frac{25}4&\frac{175}{32}\\[2pt]\frac94&\frac{15}2&\frac{15}2\\[2pt]\frac{11}4&\frac{33}4&\frac{21}4\\[2pt]\frac{33}4&\frac{63}2&\frac{39}2\\[2pt]\frac{21}4&\frac{39}2&\frac{39}2\end{pmatrix},
\end{equation}
\begin{equation}
V:\begin{pmatrix}-\frac{135}{32}&-\frac{405}{32}&-\frac{253}{32}\\[2pt]-\frac{39}4&-\frac{273}8&-\frac{93}4\\[2pt]-\frac{609}{64}&-\frac{609}{16}&-\frac{883}{32}\\[2pt]-\frac{405}{32}&-\frac{2835}{64}&-\frac{1771}{64}\\[2pt]-\frac{2835}{64}&-\frac{2835}{16}&-\frac{1771}{16}\\[2pt]-\frac{1771}{64}&-\frac{1771}{16}&-\frac{2565}{32}\end{pmatrix}.
\end{equation}
The remaining entries follow by symmetry. As an example of \eqref{eq:T}, $T_{44}$ has $l_i=l_j=1$, and $s^2(1/s-1)^2=1-2s+s^2$. Hence $T_{44}=S_{11}-2S_{14}+S_{44}=\frac12-3+\frac{21}4=\frac{11}4$.

The same numerical procedure gives $k=1.755656$ and
\begin{equation}
c=(1,\;0.192118,\;0.036505,\;-0.083088,\;0.007668,\;-0.012012).
\end{equation}
The first components of $Tc$, $Vc$ and $Sc$ are $0.593618$, $-2.062682$ and $0.617097$. The first row of \eqref{eq:gev} therefore gives
\begin{equation}
E_6=\frac{3.082328\times0.593618-1.755656\times2.062682}{0.617097}=-2.90333\ \text{hartree},
\end{equation}
or $-5.80666$ rydberg. The energy parts confirm it: $2.90333-6.75270+0.94604=-2.90333$ hartree.

The three added terms gain $0.90$ millihartree. They also make the result much less sensitive to $k$. With $k$ held at the one-term value $1.6875$, the three-term energy is $-2.89262$ hartree, $9.81$ millihartree above its optimum. The six-term energy is $-2.90322$ hartree, a loss of $0.11$ millihartree. The two losses are not directly comparable, because $1.6875$ lies $0.129$ from the three-term optimum but only $0.068$ from the six-term optimum. Near a minimum the loss grows as the square of the displacement. Dividing each loss by that square gives about $0.59$ for three terms and $0.024$ for six terms in atomic units, so the curvature in $k$ is roughly 25 times smaller. The expansion
\begin{equation}
e^{-(k+\delta)s}=e^{-ks}\left(1-\delta s+\tfrac12\delta^2s^2-\dots\right)
\end{equation}
shows how $s$ and $s^2$ can imitate a change of scale in the leading term. The imitation is incomplete, since rescaling the terms in $u$ and $t^2$ would also require products such as $su$ and $st^2$, which are absent.

\subsection{Remaining error}

A larger calculation with all 50 terms satisfying $l+m+n\le6$, $m$ even, at fixed $k=2$, gives $-2.903723$ hartree. Going from 34 terms ($l+m+n\le5$) to 50 lowers the energy by about $3\times10^{-6}$ hartree. The last digit of the 50-term value is not converged: it rises by about $2\times10^{-6}$ hartree at $k=1.8$ and falls by about $1\times10^{-6}$ hartree at $k=2.2$ or with the 70 terms $l+m+n\le7$. These shifts do not alter the errors quoted next. Relative to the 50-term value, the three-term energy is $1.29$ millihartree too high and the six-term energy $0.39$ millihartree too high. The 50-term value is itself an upper bound for the Hamiltonian $H$, so these differences are lower limits to the true variational errors. Nuclear motion, relativity and radiative effects are outside $H$, and more terms would not restore them.

The numerical check recomputes the matrices from the electron positions, using Cartesian finite differences for the gradients, and compares the resulting energies with those found here.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charge Z = 2; basis order: 1, u, t^2, s, s^2, u^2
Upper triangles at k = 1, factor 2 pi^2 omitted (atomic units):
S row 1: 1/2, 35/32, 3/4, 3/2, 21/4, 3
S row 2: 3, 77/32, 245/64, 245/16, 315/32
S row 3: 9/2, 3, 27/2, 9
S row 4: 21/4, 21, 12
S row 5: 189/2, 54
S row 6: 75/2
T row 1: 1/2, 25/32, 3/4, 1, 9/4, 3/2
T row 2: 2, 73/32, 135/64, 25/4, 175/32
T row 3: 15/2, 9/4, 15/2, 15/2
T row 4: 11/4, 33/4, 21/4
T row 5: 63/2, 39/2
T row 6: 39/2
V row 1: -27/16, -13/4, -87/32, -135/32, -405/32, -253/32
V row 2: -253/32, -8, -39/4, -273/8, -93/4
V row 3: -537/32, -609/64, -609/16, -883/32
V row 4: -405/32, -2835/64, -1771/64
V row 5: -2835/16, -1771/16
V row 6: -2565/32
V(1,1) parts: nuclear -2, repulsion 5/16
1 term: k = 1.687500 1/bohr, E = -2.8476562 hartree
1,u: k = 1.849685 1/bohr, E = -2.8911207 hartree
1,t^2: k = 1.685598 1/bohr, E = -2.8766753 hartree
3 terms: k = 1.816068 1/bohr, E = -2.9024320 hartree
6 terms: k = 1.755656 1/bohr, E = -2.9033294 hartree
1 term: kinetic 2.847656, nuclear -6.750000, repulsion 1.054687 hartree
3 terms: kinetic 2.902432, nuclear -6.752038, repulsion 0.947174 hartree
6 terms: kinetic 2.903329, nuclear -6.752703, repulsion 0.946045 hartree
3 terms, scaled coefficients (no unit): 1.000000, 0.160669, 0.039664
3 terms, coefficients of bare s,t,u (bohr^-degree): 1.000000, 0.291786, 0.130815
6 terms, scaled coefficients (no unit): 1.000000, 0.192118, 0.036505, -0.083088, 0.007668, -0.012012
6 terms, coefficients of bare s,t,u (bohr^-degree): 1.000000, 0.337294, 0.112519, -0.145874, 0.023634, -0.037024
3 terms at fixed k = 1.6875 1/bohr: E = -2.8926236 hartree
6 terms at fixed k = 1.6875 1/bohr: E = -2.9032176 hartree
Cartesian quadrature, 3 terms: E = -2.902432 hartree
Cartesian quadrature, 6 terms: E = -2.903329 hartree
Largest scaled matrix difference: 5.0e-08 (no unit)
Reference scale k = 2 1/bohr
Reference, 34 terms: E = -2.9037203 hartree
Reference, 50 terms: E = -2.9037230 hartree
3 terms above larger reference: 1.291 millihartree
3 terms converted: E = -5.80486 rydberg
6 terms above larger reference: 0.394 millihartree
6 terms converted: E = -5.80666 rydberg
\end{verbatim}
